# Why a negative-U centre gives one doubled emission transient

## The decision: what to divide the amplitude by

To turn a capacitance transient into a defect concentration, one must decide how many electrons each centre has released. For a centre that stores two electrons, a single clean exponential may stand for one electron per centre or for two, and the wrong choice changes the concentration by a factor of two. A device simulation poses a related question: which energy governs the emission time?

For a negative-U centre filled with two electrons, the simplest answer is two electrons per centre, released at the rate of the first and more strongly bound one. The second follows almost at once. The condition behind this answer is that the second emission be much faster than the first. Negative U favours that condition but does not guarantee it.

## Energies and rates

Let \(E(j)\) be the energy of the centre with \(j\) electrons after the lattice has relaxed, and \(E_c\) the conduction-band edge. The binding energies of the first electron to leave, \(\varepsilon_2\), and of the one left behind, \(\varepsilon_1\), are

\[
\varepsilon_2=E(1)+E_c-E(2),\qquad \varepsilon_1=E(0)+E_c-E(1).
\]

The subscript is the number of electrons before emission. Subtraction cancels \(E_c\):

\[
U\equiv E(2)+E(0)-2E(1)=\varepsilon_1-\varepsilon_2 .
\]

Negative \(U\) therefore means \(\varepsilon_2>\varepsilon_1\). A simple model shows how this can arise. Let the electrons repel with energy \(U_C\), and let each pull with force \(f\) on a lattice coordinate of stiffness \(K\). Minimizing \(-fjX+KX^2/2\) gives \(X=fj/K\) and a relaxation energy \(-f^2j^2/2K\). Its second difference in \(j\) is \(-f^2/K\), so \(U=U_C-f^2/K\), which is negative when \(f^2/K\), twice the relaxation energy of a single electron, exceeds the repulsion \(U_C\).

Let \(a\) be the emission rate from two electrons to one, and \(b\) that from one to none. The capture coefficients are \(c_2\) for a centre that already holds one electron and \(c_1\) for an empty one. Detailed balance links emission to capture. With the chemical potential \(\mu\) measured from \(E_c\), and degeneracies 1, 2, 1 for zero, one and two electrons (one orbital, two spins), the equilibrium occupations obey

\[
\frac{P_2}{P_1}=\frac12 e^{(\varepsilon_2+\mu)/kT},\qquad
\frac{P_1}{P_0}=2e^{(\varepsilon_1+\mu)/kT}.
\]

The free-electron density is \(n=N_c e^{\mu/kT}\) for a non-degenerate band of effective density \(N_c\). Each step balances separately, \(aP_2=c_2nP_1\) and \(bP_1=c_1nP_0\). Inserting the ratios cancels \(\mu\):

\[
a=2c_2N_c e^{-\varepsilon_2/kT},\qquad
b=\tfrac12 c_1N_c e^{-\varepsilon_1/kT}.
\]

These rates do not depend on \(n\), so they are also used in the depletion region, where \(n\) is far from equilibrium. Their ratio is

\[
r\equiv\frac ba=\frac{c_1}{4c_2}\,e^{(\varepsilon_2-\varepsilon_1)/kT}
=\frac{c_1}{4c_2}\,e^{-U/kT}.
\]

## The sequential solution

Let \(N_2,N_1,N_0\) be the densities of centres with two, one and no electrons, and \(N\) their sum. Recapture and hole emission are neglected for now, and every centre starts with two electrons. Then

\[
\dot N_2=-aN_2,\qquad \dot N_1=aN_2-bN_1 .
\]

The first equation gives \(N_2=Ne^{-at}\). Multiplying the second by \(e^{bt}\) makes its left side a total derivative:

\[
\frac{d}{dt}\left(N_1e^{bt}\right)=aN\,e^{(b-a)t}.
\]

Integration from \(N_1(0)=0\) gives

\[
N_1=\frac{aN}{b-a}\left(e^{-at}-e^{-bt}\right).
\]

The density of stored electrons is \(s=2N_2+N_1\). Since \(2+a/(b-a)=(2b-a)/(b-a)\),

\[
\frac{s}{N}=\frac{2b-a}{b-a}e^{-at}-\frac{a}{b-a}e^{-bt}
=\frac{2r-1}{r-1}e^{-at}-\frac{1}{r-1}e^{-bt}.
\]

The two amplitudes add to 2, as they must. At \(a=b\) the solution for \(N_1\) tends to \(aNt\,e^{-at}\), and \(s=N(2+at)e^{-at}\).

## Why the amplitude doubles and the rate does not

The definition of \(s\) gives \(s-2N_2=N_1\). The departure from the doubled exponential \(2Ne^{-at}\) is thus the population of one-electron centres. When \(b\gg a\), such centres empty much faster than they form, and few exist at any moment.

The release rate shows the same thing. Adding the rate equations gives \(-\dot s=aN_2+bN_1\). After a few times \(1/b\), the solution with \(r\gg1\) has \(bN_1\approx aN_2\), hence \(-\dot s\approx2aN_2\). Each slow event delivers two electrons, but the number of slow events still decays at rate \(a\). At the very start \(N_1=0\), and the release rate is \(aN\) rather than \(2aN\); this is the trace of the delay between the two electrons.

The largest error follows from \(\dot N_1=0\), that is, \(N_1=N_2/r\). Differentiating the solution for \(N_1\) puts this moment at \(ae^{-at}=be^{-bt}\), so \(at=\ln r/(r-1)\). Therefore

\[
\frac{N_1^{\max}}{N}=\frac1r\,e^{-\ln r/(r-1)}=r^{-r/(r-1)},
\]

which is close to \(1/r\) for large \(r\).

## How large: a silicon carbide diode

The example is a Schottky diode on n-type 4H-SiC, with rough values in the regime of the carbon vacancy: \(\varepsilon_2=0.67\) eV, \(\varepsilon_1=0.52\) eV, so \(U=-0.15\) eV. The capture cross-sections are \(10^{-15}\) cm² for the one-electron centre and \(2\times10^{-15}\) cm² for the empty one. Each capture coefficient is cross-section times mean thermal speed, so \(c_1=2c_2\).

At 300 K, \(kT=0.02585\) eV, the mean speed is \(1.72\times10^7\) cm/s and \(N_c=1.83\times10^{19}\) cm⁻³. Then

\[
a=2(10^{-15})(1.72\times10^{7})(1.83\times10^{19})\,e^{-0.67/0.02585}\ \mathrm{s^{-1}}
\approx3.5\ \mathrm{s^{-1}},
\]

\[
r=\tfrac12 e^{0.15/0.02585}\approx166,\qquad b\approx581\ \mathrm{s^{-1}}.
\]

A centre waits 285 ms on average for its first emission and 1.7 ms for the second. The amplitudes are 2.006 and −0.006. At most 0.6% of the centres hold one electron at any time. At \(t=1/a\) the stored charge is 0.738 electrons per centre, against 0.736 for the doubled exponential.

## Other limits, and a false proof of negative U

For \(r\ll1\) both amplitudes tend to 1. The first electron leaves quickly, the second slowly, and two equal transients appear. This is the usual result of a sufficiently positive \(U\).

At \(r=1/2\) the amplitude of \(e^{-at}\) vanishes and \(s=2Ne^{-bt}\). This is the case of two independent electrons: \(U=0\), and \(c_1=2c_2\) because an empty orbital accepts either spin. The pair loses its first electron at twice the single-electron rate, \(a=2b\), yet the total charge decays as one doubled exponential. Such a transient is therefore no proof of negative \(U\).

A short filling pulse separates the cases. Filling empty centres obeys the same sequential equations, with \(a\) replaced by \(c_1n\) and \(b\) by \(c_2n\). For \(c_1=2c_2\) the one-electron fraction peaks at \((1/2)^1=1/2\), at the time \(\ln2/(c_2n)\). In the example \(1/(c_2n)=58\) ns at \(n=10^{15}\) cm⁻³, so the best pulse lasts about 40 ns. It leaves one quarter of the centres empty and one quarter with two electrons. The later emission then has two components of nearly equal size: the one-electron centres contribute \(\tfrac12Ne^{-bt}\), and the full ones about \(\tfrac12Ne^{-at}\). Independent electrons prepared in the same way still show one rate. The method requires a diode and circuit that follow so short a pulse. It also requires centres that are empty before each pulse, hence a wait of several \(1/a\) or another means of emptying them: at 263 K, where \(b\approx26\) s⁻¹, pulses repeated every 0.2 s leave 96% of the centres with two electrons and under 3% with one. Finally, \(c_1=2c_2\) is an assumption of the example. If the second capture is the faster one, the best one-electron fraction falls, to 0.25 for \(c_1=c_2/2\) and 0.08 for \(c_1=c_2/10\).

## What a temperature scan measures

One kind of scan records \(s(t_1)-s(t_2)\) at two fixed times while the temperature changes. For one exponential of amplitude \(A\), the signal is \(AN(e^{-at_1}-e^{-at_2})\). If \(A\) varies slowly, the maximum lies where the derivative with respect to \(a\) vanishes:

\[
t_1e^{-at_1}=t_2e^{-at_2}
\quad\Longrightarrow\quad
a=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\]

For 10 and 100 ms this is 25.6 s⁻¹. The example centre shows one peak, at 323 K, whose height is 2.009 times that of a one-electron trap of equal density. The excess over 2 is \(1/(r-1)\), with \(r\approx110\) at this temperature.

Exchanging the two binding energies while holding the cross-sections fixed makes \(U=+0.15\) eV. Two peaks then appear, at 256 and 332 K, each within 0.3% of the one-electron height. The upper one belongs to a binding energy of 0.67 eV, like the doubled peak, but lies 9 K higher. The reason is the prefactor: the last electron has \(c_1/2=c_2\), half of the \(2c_2\) that applies to the first, and needs a higher temperature to reach the same rate.

For the activation energy, allow capture to be thermally activated, \(c_j\propto T^{1/2}e^{-B_j/kT}\), where \(T^{1/2}\) comes from the thermal speed. With \(N_c\propto T^{3/2}\),

\[
\ln\frac{a}{T^2}=\text{constant}-\frac{\varepsilon_2+B_2}{kT}.
\]

The Arrhenius plot yields \(\varepsilon_2+B_2\) when these energies are independent of temperature. Four simulated scans, with \(t_1\) from 1 ms to 1 s in decades and \(t_2=10t_1\), give 0.670 eV for \(B_2=0\) and 0.770 eV for \(B_2=0.10\) eV.

Equilibrium occupancy reads a different energy. Multiplying the two occupation ratios gives \(P_2/P_0=e^{(\varepsilon_1+\varepsilon_2+2\mu)/kT}\), which equals one at \(\mu=-(\varepsilon_1+\varepsilon_2)/2\). In the example this pair level lies 0.595 eV below the band, not 0.67 eV.

## When negative U still gives two transients

With capture barriers written out, and \(\sigma_j\) now the cross-sections without their barrier factors, the rate ratio is

\[
r=\frac{\sigma_1}{4\sigma_2}
\exp\frac{(\varepsilon_2+B_2)-(\varepsilon_1+B_1)}{kT}.
\]

The full emission barriers decide, not \(U\) alone. Let capture by the empty centre require \(B_1=0.25\) eV, with everything else fixed at 300 K. The second rate falls from 581 to 0.037 s⁻¹, and the amplitudes become 0.99 and 1.01. Two transients return although \(U\) is still −0.15 eV. The slow one has a time constant of about 27 s. A record that ends after a few seconds would show little more than one electron per centre, and dividing by two would then roughly halve the inferred concentration.

A working criterion follows from the amplitude \(2+1/(r-1)\). To keep it within 1% of 2 requires \(1/(r-1)\le0.02\), or \(r\ge51\). With \(\sigma_1=2\sigma_2\), the difference of the emission barriers must be at least \(kT\ln102\approx4.6\,kT\), about 0.12 eV at 300 K.

## From electrons to capacitance

Doubling the emitted charge does not exactly double the capacitance step relative to a one-electron trap. Take a depletion layer of width \(W\), donor density \(N_d\) and absolute permittivity \(\kappa\). The centre is an acceptor, neutral when empty, so stored electrons subtract from the donor charge. Integrating Poisson's equation twice, with zero field at \(W\), gives

\[
V=\frac q\kappa\int_0^W x\,[N_d-s(x)]\,dx ,
\]

where \(V\) is the sum of reverse bias and built-in voltage. Let the centres between \(x_1\) and \(x_2\) empty at fixed \(V\). To first order in \(s/N_d\), the integrals before and after emission are equal when

\[
\tfrac12N_d\left(W_{\rm before}^2-W_{\rm after}^2\right)=\tfrac12s\,(x_2^2-x_1^2).
\]

The left side is approximately \(N_dW\,\Delta W\), with \(\Delta W=W_{\rm before}-W_{\rm after}\). Capacitance varies as \(1/W\), so it rises by \(\Delta C/C\approx\Delta W/W\). With \(s=2N\),

\[
\frac{\Delta C}{C}\approx\frac{N}{N_d}\,\frac{x_2^2-x_1^2}{W^2}.
\]

The emptied region stops short of \(W\), because near the edge the pair level lies below the Fermi level and the centres stay filled. If the Fermi level lies \(\phi\) below the band in neutral material, the width \(\lambda\) of this edge follows from the band bending:

\[
\frac{q^2N_d\lambda^2}{2\kappa}=\frac{\varepsilon_1+\varepsilon_2}{2}-\phi .
\]

For \(N_d=10^{15}\) cm⁻³, \(N=10^{13}\) cm⁻³, 10 V reverse bias, 1.2 V built-in voltage and relative permittivity 9.7, the output gives \(W=3465\) nm, \(\phi=0.254\) eV and \(\lambda=605\) nm. A filling pulse to zero bias leaves a depletion width of 1134 nm. Let the pulse last long enough for the centres at the edge of this layer to reach equilibrium too; free electrons are scarce there, so this takes a time of order \(1/a\), not nanoseconds. Then \(x_2=2860\) nm, \(x_1=529\) nm, and the volume factor is

\[
\frac{2860^2-529^2}{3465^2}\approx0.658 .
\]

The first-order step is 0.0066, against 0.0100 if the whole layer were taken to empty. Using 0.0100 would make the inferred concentration about one third too low. Ignoring the filled edge alone would make it about one quarter too low, since \(\lambda=0\) gives a volume factor of \(1-1134^2/3465^2\approx0.893\). Integrating Poisson's equation with the finite centre density, but with the edge widths left unchanged, gives 0.0067, or about 0.17 pF on a 24.8 pF diode. All these figures assume an abrupt depletion edge. Keeping the tail of free electrons, whose Debye length is about 120 nm, shortens \(\lambda\) to about 580 nm and raises the volume factor to about 0.67 and the step to 0.0068.

A one-electron trap bound by 0.67 eV has a wider filled edge, 668 nm, if its spin-degeneracy shift is ignored. At equal density, the pair centre's capacitance amplitude is then 2.08 times that of the trap. The extra 4% comes from the different emptied volumes. With a spin degeneracy of 2 for the trap, its edge is 682 nm wide and the ratio is 2.10.

## How the model compares with a real diode

The carbon vacancy in 4H-SiC is a negative-U double acceptor, and the energies used here are rough but typical of it. One assumption that is clearly broken is that all centres are alike, since the vacancy occurs on inequivalent lattice sites. A splitting of 0.04 eV in \(\varepsilon_2\), with equal prefactors, changes \(a\) by a factor of 4.7 at 300 K. The record would then contain two transients, each doubled for its own share of the centres, and a single-exponential fit would mix them. Cross-sections are also uncertain, and \(a\) scales directly with \(\sigma_2\).

Temperature control matters too: an error of +1 K raises \(a\) by 9.7%. Recapture matters mainly at the filled edge. There a one-electron centre captures an electron at only 5.5% of the rate at which it emits one, but empty centres capture again as well, and together these steps keep as many centres full as empty. The transient from this edge is therefore not the one derived above. Well inside the emptied region \(n\) is much smaller.

The peak field is 0.065 MV/cm, far below the rough breakdown scale of a few MV/cm. Neither departing electron leaves a positive core, so ordinary Coulomb barrier lowering is absent. Tunnelling can be estimated by assuming capture at a point in a uniform field. Detailed balance makes emission follow the thermal electron density there. In atomic units, with \(F\) the force and \(\beta=1/kT\), that density contains an average of \(\exp(F\int_0^\beta x\,d\tau)\) over closed Brownian paths. The integral \(\int_0^\beta x\,d\tau\) is Gaussian with variance \(\beta^3/12m\), so the enhancement is \(\exp[F^2/24m(kT)^3]\). With mass 0.33 along the field this is about 1.02 at the peak field, a 2% effect. The first electron, however, leaves a negatively charged centre; adding its screened Coulomb repulsion to the same estimate gives about 1.04. Strong lattice coupling could make the effect larger still.

Mass anisotropy changes the mean speed by 1.5%. The occupation measure \(n/N_c=5\times10^{-5}\) justifies the non-degenerate band, and hole emission across the 3.2 eV gap is negligible.

## What to do about it

- Fill the centres fully before using the factor of two. In the example's neutral material, equilibrium leaves fewer than one centre in a million without two electrons, and a pulse of many times 58 ns reaches it. Such a pulse does not fill the edge of the zero-bias depletion layer: after 1 µs the volume factor is about 6% below its long-pulse value, and after 1 ms about 1% below.
- Record long enough, or scan over a wide enough temperature range, to exclude a slow second transient. Use a partial-filling pulse on previously emptied centres to look for the separate rate \(b\); the signal is small if \(c_1\ll c_2\).
- Correct for the emptied volume using the pair level, and report the Arrhenius energy as \(\varepsilon_2+B_2\), not as the pair level.
- In a simulation, prefer the three charge states with both rates. When \(r\gg1\), a one-electron trap of density \(2N\) and rate \(a\) reproduces the charge emitted per unit volume where recapture is negligible. Its static occupancy is wrong, however: with an energy of 0.67 eV and a degeneracy factor of 1, it is half filled when the Fermi level lies 0.67 eV below the band, instead of 0.595 eV. This also changes the width of the filled edge.

The full set of values is in the numerical output below.

## Computed values

```
binding, first electron out: 0.67 eV
binding, second electron out: 0.52 eV; U: -0.15 eV
cross-sections sigma_two, sigma_one: 1e-15, 2e-15 cm2
temperature: 300 K; kT: 0.02585 eV
masses (last along field): 0.58 0.31 0.33 m0; valleys: 3
density-of-states mass per valley: 0.390 m0
band density: 1.834e+19 cm^-3; mean speed: 1.723e+07 cm/s
rate a: 3.509 s^-1; rate b: 580.8 s^-1; r: 165.5
mean waits 1/a, 1/b: 285.0, 1.722 ms
amplitudes of exp(-at), exp(-bt): 2.0061, -0.0061
largest one-electron fraction: 0.00586
charge per centre at t=1/a: 0.7380 electrons
doubled exponential at t=1/a: 0.7358 electrons
counterexample barrier B1: 0.25 eV
counterexample a, b: 3.509, 0.0367 s^-1
counterexample amplitudes: 0.989, 1.011
sampling times: 10, 100 ms
window rate: 25.58 s^-1
negative-U scan peak: 322.9 K
its height / one-electron height: 2.009
positive-U scan peaks: 256, 332 K
their heights / one-electron height: 1.001 1.003
Arrhenius energy: 0.6698 eV; mean binding: 0.595 eV
Arrhenius energy with B2=0.10 eV: 0.7700 eV
donors, centres: 1e+15, 1e+13 cm^-3
reverse bias, built-in voltage: 10.0, 1.2 V
relative permittivity: 9.7
contact area: 0.01 cm2; capacitance: 24.79 pF
depletion width: 3465 nm; at zero bias: 1134 nm
Fermi level below band: 0.254 eV
filled edge width, pair centre: 605 nm
filled edge width, one-electron trap: 668 nm
volume factor, pair centre: 0.658
ideal relative step, no edge: 0.01000
first-order step with edge: 0.00658
Poisson step: 0.00670, or 0.166 pF
pair/single capacitance amplitude: 2.077
two-electron fraction in filling pulse: 0.99999980
capture time of second electron: 58.0 ns
recapture / second emission at edge: 0.0550
peak field: 0.0646 MV/cm
tunnelling factor on rates at peak field: 1.0235
anisotropic / isotropic mean speed: 1.0152
carrier degeneracy measure n/Nc: 5.45e-05
gap used: 3.2 eV; hole emission scale: 2.0e-31 s^-1
change of a for +1 K: 9.7 %
site splitting: 0.04 eV; rate factor: 4.70
```
